# Two linewidths from one intensity ratio of a thin binary grating: a program that tests the result

```python
# Result under test: a thin two-level grating of pitch p and linewidth w has
# I2/I1 = cos^2(pi*w/p), so a ratio R allows w = (p/pi)*arccos(+sqrt(R)) and
# w = (p/pi)*arccos(-sqrt(R)). I_m is the intensity of diffraction order m.
# Lengths are in nm, photon energies in eV. The program also sizes the effects
# of roughness, width variation, sidewalls, tilt, background and line height.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

pitch = 40.0
ratio = 0.01
photon_energy = 17000.0
height = 50.0
electron_density = 400.0      # electrons per nm^3, rough value for resist
edge_sigma = 1.0              # independent displacement of each edge
width_sigma = 0.5             # slow width variation across the beam
sidewall_deg = 2.0            # departure of sidewalls from vertical
tilt_deg = 1.0                # departure from normal incidence
background = 0.001            # background divided by first-order intensity

nodes, weights = np.polynomial.legendre.leggauss(32)


def fourier(order, breaks, transmission):
    """Order amplitude by quadrature over one period, piece by piece."""
    total = 0.0
    for left, right in zip(breaks[:-1], breaks[1:]):
        x = 0.5 * (right + left) + 0.5 * (right - left) * nodes
        wave = np.exp(-2j * np.pi * order * x / pitch)
        total += 0.5 * (right - left) * np.sum(weights * transmission(x) * wave)
    return total / pitch


def binary_amplitude(order, width, t_line=0.0, t_space=1.0, shift=0.0):
    breaks = shift + np.array([-width / 2, width / 2, pitch - width / 2])
    return fourier(order, breaks,
                   lambda x: np.where(x - shift < width / 2, t_line, t_space))


def numeric_ratio(width, t_line=0.0, t_space=1.0):
    return (abs(binary_amplitude(2, width, t_line, t_space)) ** 2
            / abs(binary_amplitude(1, width, t_line, t_space)) ** 2)


# Ratio formula, for real and complex transmissions
for levels in [(0.0, 1.0), (0.3, 0.9), (0.8 * np.exp(0.7j), 1.0)]:
    for width in (7.0, 18.7, 33.0):
        assert abs(numeric_ratio(width, *levels)
                   - np.cos(np.pi * width / pitch) ** 2) < 1e-10

# All admissible widths from a scan of the integrated ratio
scan = np.linspace(0.5, 39.5, 392)
mismatch = np.array([numeric_ratio(width) - ratio for width in scan])
crossings = np.where(mismatch[:-1] * mismatch[1:] < 0)[0]
found = [brentq(lambda width: numeric_ratio(width) - ratio,
                scan[i], scan[i + 1], xtol=1e-12) for i in crossings]
narrow = pitch / np.pi * np.arccos(np.sqrt(ratio))
wide = pitch / np.pi * np.arccos(-np.sqrt(ratio))
assert len(found) == 2
assert np.allclose(found, [narrow, wide], atol=1e-8)
fill = narrow / pitch

# Photon wavelength, in ordinary units and through atomic units
wavelength = const.h * const.c / (photon_energy * const.e) * 1e9
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
wavelength_au = 2 * np.pi / const.alpha / (photon_energy / hartree_ev)
assert abs(wavelength_au * bohr_nm / wavelength - 1) < 1e-7
wavenumber = 2 * np.pi / wavelength
angles = [np.degrees(np.arcsin(m * wavelength / pitch)) for m in (1, 2)]
least_energy = const.h * const.c / (pitch / 2 * 1e-9) / const.e

# Phase delay of one resist line from its electron density
electron_radius = const.physical_constants['classical electron radius'][0] * 1e9
phase = electron_radius * wavelength * electron_density * height

# Nonzero orders cannot separate the two widths; the zero order sometimes can
for order in range(1, 7):
    assert abs(abs(binary_amplitude(order, narrow)) ** 2
               - abs(binary_amplitude(order, wide)) ** 2) < 1e-12
zero_opaque = [abs(binary_amplitude(0, width)) ** 2 for width in found]
assert np.allclose(zero_opaque, [(1 - width / pitch) ** 2
                                for width in (narrow, wide)], atol=1e-9)
assert zero_opaque[0] - zero_opaque[1] > 0.05
for test_phase in (phase, 1.1):
    zero_formula = 1 - 4 * fill * (1 - fill) * np.sin(test_phase / 2) ** 2
    for width in (narrow, wide):
        zero_numeric = abs(binary_amplitude(0, width,
                                            np.exp(-1j * test_phase))) ** 2
        assert abs(zero_numeric - zero_formula) < 1e-12

# Sensitivity of the ratio to the width
slope = -np.pi / pitch * np.sin(2 * np.pi * fill)
step = 1e-3
slope_numeric = (numeric_ratio(narrow + step)
                 - numeric_ratio(narrow - step)) / (2 * step)
assert abs(slope_numeric - slope) < 1e-7


def narrow_width(cosine_squared):
    return pitch / np.pi * np.arccos(np.sqrt(cosine_squared))


# Independent edge displacements: sum over many random lines
edge_factor = np.exp(-3 * (2 * np.pi / pitch) ** 2 * edge_sigma ** 2)
rng = np.random.default_rng(7)
left_edges = -narrow / 2 + edge_sigma * rng.standard_normal(2000000)
right_edges = narrow / 2 + edge_sigma * rng.standard_normal(2000000)
peak = []
for order in (1, 2):
    q = 2 * np.pi * order / pitch
    line_sum = np.mean(np.exp(-1j * q * left_edges)
                       - np.exp(-1j * q * right_edges)) / (1j * q)
    peak.append(abs(line_sum) ** 2)
# The tolerance covers about 0.3 percent sampling noise in the ratio
assert abs(peak[1] / peak[0] / (ratio * edge_factor) - 1) < 0.015
edge_shift = narrow_width(ratio / edge_factor) - narrow


# Slow width variation: intensities, not amplitudes, are averaged
def varied_ratio(mean_width, sigma):
    damping = np.exp(-2 * (np.pi * sigma / pitch) ** 2)
    angle = 2 * np.pi * mean_width / pitch
    return ((1 - damping ** 4 * np.cos(2 * angle))
            / (4 * (1 - damping * np.cos(angle))))


gauss_x, gauss_w = np.polynomial.hermite_e.hermegauss(20)
averages = [sum(g * abs(binary_amplitude(m, narrow + width_sigma * u)) ** 2
                for u, g in zip(gauss_x, gauss_w)) for m in (1, 2)]
ratio_varied = varied_ratio(narrow, width_sigma)
assert abs(averages[1] / averages[0] - ratio_varied) < 1e-9
assert abs((ratio + (np.pi * width_sigma / pitch) ** 2)
           / ratio_varied - 1) < 0.02
varied_shift = brentq(lambda width: varied_ratio(width, width_sigma) - ratio,
                      15.0, pitch / 2) - narrow
filling_sigma = brentq(lambda s: varied_ratio(pitch / 2, s) - ratio, 0.1, 3.0)

# Sloping sidewalls: full phase transmission of a trapezoidal line
run = height * np.tan(np.radians(sidewall_deg))
wall_factor = np.cos(np.pi * run / pitch) ** 2
outer, inner = (narrow + run) / 2, (narrow - run) / 2
wall_breaks = [-outer, -inner, inner, outer, pitch - outer]


def trapezoid(x):
    return np.exp(-1j * phase * np.clip((outer - np.abs(x)) / run, 0, 1))


wall_ratio = (abs(fourier(2, wall_breaks, trapezoid)) ** 2
              / abs(fourier(1, wall_breaks, trapezoid)) ** 2)
assert abs(wall_ratio / (ratio * wall_factor) - 1) < 1e-3
wall_shift = narrow_width(ratio / wall_factor) - narrow

# Tilt: weak scattering summed over displaced slices of the line
tilt_run = height * np.tan(np.radians(tilt_deg))
tilt_factor = np.cos(np.pi * tilt_run / pitch) ** 2
tilted = [abs(sum(0.5 * g * binary_amplitude(m, narrow, shift=0.5 * tilt_run * u)
                  for u, g in zip(nodes, weights))) ** 2 for m in (1, 2)]
assert abs(tilted[1] / tilted[0] / (ratio * tilt_factor) - 1) < 1e-8
tilt_shift = narrow_width(ratio / tilt_factor) - narrow

# Constant background under the second order, first order corrected for it
background_shift = narrow_width(ratio - background) - narrow
assert abs(background_shift / (-background / slope) - 1) < 0.1


# Finite height and repeated scattering: paraxial coupled waves
def coupled_ratio(max_order):
    orders = np.arange(-max_order, max_order + 1)
    difference = orders[:, None] - orders[None, :]
    line_shape = fill * np.sinc(fill * difference)
    drift = np.diag((2 * np.pi * orders / pitch) ** 2 / (2 * wavenumber))
    fields = expm(-1j * (height * drift + phase * line_shape))[:, max_order]
    return abs(fields[max_order + 2]) ** 2 / abs(fields[max_order + 1]) ** 2


thick_ratio = coupled_ratio(60)
assert abs(thick_ratio / coupled_ratio(40) - 1) < 1e-3
assert abs(thick_ratio / ratio - 1) < 5e-3
thick_change = 100 * (thick_ratio / ratio - 1)

print(f"Pitch: {pitch:.1f} nm")
print(f"Second-to-first-order intensity ratio: {ratio:.4f}")
print(f"Number of widths found by scan: {len(found)}")
print(f"Narrow linewidth: {found[0]:.3f} nm = {10 * found[0]:.2f} angstrom")
print(f"Wide linewidth: {found[1]:.3f} nm = {10 * found[1]:.2f} angstrom")
print(f"Sum of the two widths: {sum(found):.3f} nm")
print(f"Narrow line fraction w/p: {fill:.5f}")
print(f"Wide line fraction w/p: {wide / pitch:.5f}")
print(f"Zero order, opaque lines, narrow: {zero_opaque[0]:.4f} of incident")
print(f"Zero order, opaque lines, wide: {zero_opaque[1]:.4f} of incident")
print(f"Slope dR/dw at narrow width: {slope:.5f} per nm")
print(f"Photon energy: {photon_energy:.0f} eV")
print(f"Wavelength: {wavelength:.5f} nm")
print(f"First-order angle: {angles[0]:.4f} degrees")
print(f"Second-order angle: {angles[1]:.4f} degrees")
print(f"Least energy for propagating second order: {least_energy:.2f} eV")
print(f"Line height: {height:.1f} nm")
print(f"Resist electron density: {electron_density:.0f} per nm^3")
print(f"Phase delay of a line: {phase:.5f} rad")
print("Shifts below: true narrow width minus ideal, observed R fixed")
print(f"Edge displacement deviation: {edge_sigma:.2f} nm")
print(f"Edge displacement factor on R: {edge_factor:.4f}")
print(f"Edge displacement shift: {edge_shift:+.4f} nm")
print(f"Width variation deviation: {width_sigma:.2f} nm")
print(f"R at ideal narrow width with variation: {ratio_varied:.5f}")
print(f"Width variation shift: {varied_shift:+.4f} nm")
print(f"Variation giving R at mean width p/2: {filling_sigma:.3f} nm")
print(f"Sidewall angle from vertical: {sidewall_deg:.1f} degrees")
print(f"Sidewall horizontal run: {run:.3f} nm")
print(f"Sidewall factor on R: {wall_factor:.4f}")
print(f"Sidewall shift (width at half height): {wall_shift:+.4f} nm")
print(f"Tilt from normal incidence: {tilt_deg:.1f} degrees")
print(f"Tilt horizontal run: {tilt_run:.3f} nm")
print(f"Tilt factor on R: {tilt_factor:.4f}")
print(f"Tilt shift: {tilt_shift:+.4f} nm")
print(f"Background over first order: {background:.4f}")
print(f"Background shift: {background_shift:+.4f} nm")
print(f"Change of R by height and rescattering: {thick_change:+.4f} percent")
print("all good")
```

Printed output:

```
Pitch: 40.0 nm
Second-to-first-order intensity ratio: 0.0100
Number of widths found by scan: 2
Narrow linewidth: 18.725 nm = 187.25 angstrom
Wide linewidth: 21.275 nm = 212.75 angstrom
Sum of the two widths: 40.000 nm
Narrow line fraction w/p: 0.46812
Wide line fraction w/p: 0.53188
Zero order, opaque lines, narrow: 0.2829 of incident
Zero order, opaque lines, wide: 0.2191 of incident
Slope dR/dw at narrow width: -0.01563 per nm
Photon energy: 17000 eV
Wavelength: 0.07293 nm
First-order angle: 0.1045 degrees
Second-order angle: 0.2089 degrees
Least energy for propagating second order: 61.99 eV
Line height: 50.0 nm
Resist electron density: 400 per nm^3
Phase delay of a line: 0.00411 rad
Shifts below: true narrow width minus ideal, observed R fixed
Edge displacement deviation: 1.00 nm
Edge displacement factor on R: 0.9287
Edge displacement shift: -0.0483 nm
Width variation deviation: 0.50 nm
R at ideal narrow width with variation: 0.01144
Width variation shift: +0.0968 nm
Variation giving R at mean width p/2: 1.293 nm
Sidewall angle from vertical: 2.0 degrees
Sidewall horizontal run: 1.746 nm
Sidewall factor on R: 0.9813
Sidewall shift (width at half height): -0.0121 nm
Tilt from normal incidence: 1.0 degrees
Tilt horizontal run: 0.873 nm
Tilt factor on R: 0.9953
Tilt shift: -0.0030 nm
Background over first order: 0.0010
Background shift: +0.0657 nm
Change of R by height and rescattering: +0.0665 percent
all good
```
